# QR Separation of PEPS Tensors Before a Two-Site Gate, part 2

A two-site gate $g_{ST,st}$ acts on one bond of a square-lattice projected entangled-pair state (PEPS), and the enlarged bond is cut back to dimension $D$. All entries are real. Neighbouring site tensors $A_{osm}$, $B_{ptm}$ have physical indices $s,t$ (dimension $d$; $S,T$ after the gate), shared bond $m$ and outer indices $o,p$ ($D^3$ values). Thin QR gives

$$
A_{osm}=\sum_{\kappa=1}^{k}Q^A_{o\kappa}R^A_{\kappa sm},
\qquad
\sum_oQ^A_{o\kappa}Q^A_{o\kappa'}=\delta_{\kappa\kappa'},
\qquad k=\min(D^3,dD),
$$

and likewise $B_{ptm}=\sum_\lambda Q^B_{p\lambda}R^B_{\lambda tm}$. With $\hat Q_A=Q^A\otimes 1_d$ and $\hat Q_B$ defined likewise, the gated pair is exactly

$$
\Phi=\hat Q_A\,\Theta\,\hat Q_B^{T},
\qquad
\Theta_{\kappa S,\lambda T}=\sum_{s,t,m}g_{ST,st}R^A_{\kappa sm}R^B_{\lambda tm}.
$$

The direct route takes the singular value decomposition (SVD) of $\Phi$, of side $dD^3$; the reduced route takes that of $\Theta$, of side $kd$. Both have the same nonzero singular values $\sigma_i$ and discarded weight

$$
w=\frac{\sum_{i>D}\sigma_i^2}{\sum_i\sigma_i^2}.
$$

Keeping the $D$ largest is optimal when the error is the sum of squared entries, $\|\cdot\|^2$. A second argument uses $P_A=\hat Q_A\hat Q_A^T$ and $P_B=\hat Q_B\hat Q_B^T$: for any competitor $X$,

$$
\|\Phi-X\|^2=\|\Phi-P_AXP_B\|^2+\|X-P_AXP_B\|^2 ,
$$

so its projection is at least as good. This requires the projection to be orthogonal in the metric that measures the error.

Leading-power operation counts, without prefactors, are $d^3D^9$ (direct) and $4d^2D^5+d^6D^3$ (reduced, for $D^2\ge d$). At $d=5$, $D=2$ the reduction saves nothing.

The $2\times2$ torus test used random tensors with $d=D=2$ and a random gate on one bond; each pair of neighbours is joined by two bonds.

## Truncation in an environment, and a Heisenberg example

The symbols carry over as follows. The site tensors $A_{osm}$ and $B_{ptm}$ have physical indices $s,t$ of dimension $d$, outer indices $o,p$ of dimension $D^3$, and the shared bond $m$ of dimension $D$. Thin QR gives $A=Q^AR^A$ and $B=Q^BR^B$ with new indices $\kappa,\lambda$ of dimension $k=\min(D^3,dD)$. The gated pair is $\Phi=\hat Q_A\Theta\hat Q_B^T$, where $\Theta$ is built from $R^A$, $R^B$ and the gate, and a hat means that the unit matrix acts on the physical index. If the error is the plain sum of squares, truncating the SVD of $\Theta$ gives the best pair of bond dimension $D$.

The error that matters physically is that of the lattice state. If $\Delta_{oS,pT}$ is the change made to the pair by the truncation, the squared error of the state is

$$
C=\sum_{S,T}\sum_{o,p,o',p'}\Delta_{oS,pT}\,N_{op,o'p'}\,\Delta_{o'S,p'T},
\qquad
N_{op,o'p'}=\sum_xE_{op,x}E_{o'p',x},
$$

where $E_{op,x}$ is the contraction of all other tensors and $x$ denotes their physical states. The matrix $N$ is a metric on the outer bonds. It equals the unit matrix, as the plain sum of squares assumes, only for special surroundings.

Suppose first that the metric is a product, $N_{op,o'p'}=N^A_{oo'}N^B_{pp'}$, with both factors positive definite. Each can be written as $N^A=W_A^TW_A$ and $N^B=W_B^TW_B$ with invertible $W$. Then

$$
C=\|\hat W_A\,\Delta\,\hat W_B^T\|^2 .
$$

The metric has been absorbed into the matrices. Multiplication by invertible matrices does not change the rank, so the problem is the one already solved, with $W_AA$ and $W_BB$ in place of $A$ and $B$. The weights must be absorbed before the factorization,

$$
W_AA=Q^AR^A ,
$$

and removed at the end, $A'=W_A^{-1}Q^AY^A$, where $Y^A$ is the truncated reduced tensor, written as a matrix with row index $\kappa$.

The result still lies in the space spanned by the original tensor. If $D^2\ge d$ and the tensor has full rank, $R^A$ is a square invertible matrix of side $dD$, and

$$
W_A^{-1}Q^A=W_A^{-1}(W_AA)(R^A)^{-1}=A\,(R^A)^{-1}.
$$

The new tensor is thus $A'=A(R^A)^{-1}Y^A$, a combination of the columns of $A$. For a product metric, the best pair among all pairs of bond dimension $D$ is found without leaving the reduced space.

This was tested on random tensors with $d=2$ and $D=3$, using for each $W$ the unit matrix plus Gaussian random entries of standard deviation 0.2. The optimum was computed without any restriction, from the SVD of the full $54\times54$ matrix. The part of its first tensor outside the span of the original columns was $3.5\times10^{-15}$ of that tensor's norm. The truncation error, relative to the norm of the gated pair in the same metric, was 0.497. When the metric was ignored in choosing the truncation and used afterwards to measure the error, the error was 0.521. Both are large, since a quarter of the weight of these random pairs is discarded even in the best case ($0.497^2\approx0.25$). The comparison shows that the choice of metric alters which truncation is best, although it does not alter the space in which the best one lies.

The simple-update method uses a product metric of a particularly plain kind. Each bond carries a set of positive weights. The weights on the three outer bonds of a site, $\lambda_l$, $\lambda_u$ and $\lambda_v$ for bond values $l,u,v$, are multiplied together,

$$
(W_A)_{oo'}=\delta_{oo'}\,\lambda_l\lambda_u\lambda_v,\qquad o=(l,u,v).
$$

The motive comes from a lattice without loops. There, cutting the six outer bonds of the pair separates six branches. Let the branch behind one bond contribute the state $\lambda_l|\varphi_l\rangle$ when the bond has value $l$, with orthonormal states $|\varphi_l\rangle$. Overlaps between different bond values vanish, and equal values contribute $\lambda_l^2$. The six branches are independent, so their contributions multiply, and $N$ is the diagonal product $W_A^TW_A\otimes W_B^TW_B$.

Two assumptions enter. On the square lattice the branches are joined by loops, so the true metric is in general neither diagonal nor a product. Moreover, the branch states need to be orthonormal. A unitary gate preserves the overlaps of branch states that contain both of its sites. A gate for imaginary time is not unitary and changes them, by an amount of first order in the time step. The simple update does not repair this explicitly.

The old weight of the updated bond is included once in the pair, and the $D$ retained singular values, normalized to unit sum of squares, become its new weights. The outer weights are divided out of the new tensors. This division amplifies rounding errors when a weight is very small, and a bond value of weight zero must be removed beforehand, because $W_A$ would have no inverse.

In the full-update method the metric $N$ is obtained from an approximate contraction of the surrounding lattice. The reduced tensors still help. If the new pair is restricted to the form $\hat Q_A(\cdot)\hat Q_B^T$, its deviation is $\Delta=\hat Q_A\delta\,\hat Q_B^T$, and substitution gives

$$
C=\sum_{S,T}\sum_{\kappa,\lambda,\kappa',\lambda'}\delta_{\kappa S,\lambda T}\,\tilde N_{\kappa\lambda,\kappa'\lambda'}\,\delta_{\kappa'S,\lambda'T},
$$

$$
\tilde N_{\kappa\lambda,\kappa'\lambda'}=\sum_{o,p,o',p'}Q^A_{o\kappa}Q^B_{p\lambda}N_{op,o'p'}Q^A_{o'\kappa'}Q^B_{p'\lambda'} .
$$

The metric now has $(dD)^4$ entries instead of $(D^3)^4=D^{12}$. For $d=2$ and $D=4$ these numbers are 4096 and about $1.7\times10^7$. On the $2\times2$ torus described above, with random reduced tensors of bond dimension 2 as a trial pair, the ratio of this cost to the squared distance between the complete state vectors was 1 to ten decimal places.

To minimize the cost, one can hold the second reduced tensor $Y^B_{\lambda Ti}$ fixed and vary the first, $Y^A_{\kappa Si}$. The deviation is $\delta_{\kappa S,\lambda T}=\sum_iY^A_{\kappa Si}Y^B_{\lambda Ti}-\Theta_{\kappa S,\lambda T}$, so $C$ is quadratic in $Y^A$. With

$$
K_{\kappa i,\kappa'j}=\sum_{\lambda,\lambda',T}Y^B_{\lambda Ti}\tilde N_{\kappa\lambda,\kappa'\lambda'}Y^B_{\lambda'Tj},
\qquad
b_{\kappa Si}=\sum_{\lambda,\kappa',\lambda',T}Y^B_{\lambda Ti}\tilde N_{\kappa\lambda,\kappa'\lambda'}\Theta_{\kappa'S,\lambda'T},
$$

the part of $C$ that depends on $Y^A$ is $Y^AKY^A-2\,bY^A$, summed over all indices. The factor 2 arises because $\tilde N$ is symmetric, which makes the two cross terms equal. Setting the derivative to zero gives

$$
\sum_{\kappa',j}K_{\kappa i,\kappa'j}Y^A_{\kappa'Sj}=b_{\kappa Si}.
$$

For each physical state this is a linear system of side $dD\times D=dD^2$. Without the reduction its side would be $D^3\times D=D^4$. At $d=2$ and $D=4$ the sides are 32 and 256. The two tensors are then optimized in turn. If $\tilde N$ is symmetric and positive semidefinite, as the exact metric is by its definition, each exact solution lowers the cost or leaves it unchanged, which does not guarantee that the lowest minimum is reached. An approximate contraction does not ensure these two properties, and they have to be checked.

For a correlated metric the restriction itself can cost accuracy. The projection onto the reduced space is orthogonal for the plain sum of squares, but need not be orthogonal with respect to $N$, and the earlier argument then fails. A small case shows the effect. Take $d=1$ and $D=2$, and use three orthonormal outer states $e_1,e_2,e_3$ on each side. Let the original tensors span $e_1$ and $e_2$, let the pair to be approximated be

$$
\tau=e_1\otimes e_1+e_2\otimes e_2,
$$

and let the new bond have dimension one, so that the approximation is a multiple of a single product $u$. Choose the metric

$$
N=1-\frac{0.99}{3}\,vv^T,\qquad v=\tau-e_3\otimes e_3 .
$$

Since $v^Tv=3$, the eigenvalue of $N$ along $v$ is 0.01 and all others are 1. The metric is positive definite, but it hardly penalizes an error along $v$.

For a multiple $a$ of $u$ the cost is $\tau^TN\tau-2a\,u^TN\tau+a^2u^TNu$. The best multiple is $a=u^TN\tau/u^TNu$, which leaves

$$
C(u)=\tau^TN\tau-\frac{(u^TN\tau)^2}{u^TNu}.
$$

From $\tau^T\tau=v^T\tau=2$ one finds $\tau^TN\tau=2-0.33\times4=0.68$. Inside the span, let $u=x\otimes y$ with unit vectors $x$ and $y$, and set $c=x\cdot y$. Then $u^T\tau=u^Tv=c$, so $u^TN\tau=c-0.66c=0.34c$ and $u^TNu=1-0.33c^2$. The cost is

$$
C=0.68-\frac{0.1156\,c^2}{1-0.33\,c^2}.
$$

It falls as $c^2$ grows, and at the largest value, $c^2=1$, it equals 0.5075. Outside the span, take $u=e_3\otimes e_3$. Now $u^T\tau=0$ and $u^Tv=-1$, so $u^TN\tau=0.66$ and $u^TNu=0.67$, and the cost is $0.68-0.4356/0.67=0.0299$. This is 17 times lower than the best value in the reduced space. The metric was constructed to expose the effect. It also cuts the bond to one value, below $D$: with $d=1$ the gate does not enlarge the bond, and a cut back to $D=2$ would lose nothing. The example proves that a loss is possible for such a cut and does not say how large it is in a typical full update. For $d=D=2$ and a cut back to $D$, alternating minimization with random tensors left the reduced cost above the unrestricted one by an amount that depends on how the random metric is drawn. For $N=EE^T$ with Gaussian entries of $E$, the excess in ten trials each ranged from 11 to 34 % when $x$ takes 64 values, from 2.5 to 11 % for 128 values, and from 1 to 3 % for 512 values, where $N$ is closer to a multiple of the unit matrix. With the exact $4\times4$ environment of the $D=2$ Heisenberg state described below, the two costs agreed to four digits.

The spin-1/2 Heisenberg antiferromagnet on the square lattice serves as a worked example, with $d=2$ and

$$
H=J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j,\qquad J=0.1\ \text{eV}.
$$

Here $\hbar=1$, and $J$ is a round model parameter that stands for no particular material. The gate on one bond is $g=e^{-\tau h}$, with $h=J\,\mathbf S_i\cdot\mathbf S_j$ and $\tau$ now denoting the imaginary-time step. Simple update was run with a unit cell of two sites, starting from an antiparallel product state with random admixtures. There were 200 sweeps over the four bonds of the cell at each of the steps $\tau=1$, $0.3$ and $0.1\ \text{eV}^{-1}$.

Consider one further gate with $\tau=1\ \text{eV}^{-1}$ on the final state at $D=4$, applied to the third bond in the order of the sweep. The four bonds differ slightly at a finite time step; on the other three the discarded weight found below lies between $2.49\times10^{-7}$ and $2.78\times10^{-7}$. The weighted tensor of each site is a $64\times8$ matrix, and its reduced tensor has $8\times2\times4=64$ entries. The direct route needs the SVD of a matrix of side $2\times64=128$, the reduced route one of side $2\times8=16$. The leading singular values, normalized to unit sum of squares, are

$$
0.9796,\quad0.1992,\quad0.0216,\quad0.0150,\quad0.00049,\quad0.00010 .
$$

Four are kept. The fifth and sixth contribute $0.00049^2+0.00010^2\approx2.5\times10^{-7}$ to the discarded weight, and the ten others raise it to $2.58\times10^{-7}$. Both routes give this value, and their singular values differ by at most $1.1\times10^{-15}$ of the largest one. The truncation error relative to the norm of the gated pair, in the metric of the bond weights, is the square root of the discarded weight, $5\times10^{-4}$.

The energy per site was estimated with the same weights as environment. The four bond energies of the cell are added and divided by its two sites. For $D=1$ the result can be checked by hand. In the Néel state each bond contributes $-J/4$, and there are two bonds per site, so the energy is $-J/2=-0.05$ eV, as the run returns. For $D=2$, 3 and 4, with the same sequence of time steps, the estimates are $-0.0648$, $-0.0650$ and $-0.0651$ eV. The last is $-0.00239$ hartree.

The small differences between these values should not be read as convergence of the energy. At $D=4$ the estimate was $-0.0632$ eV after the largest step, $-0.0647$ eV after the middle one and $-0.0651$ eV after the smallest. The final change, 0.0004 eV, exceeds the difference between $D=2$ and $D=4$. Nearly all of this drift comes from the incomplete orthonormality of the branch states. If the same $D=4$ tensors are evaluated exactly on the lattice without loops, with the environment of each bond solved self-consistently instead of taken from the weights, the energy is $-0.06528$ eV after the middle step and $-0.06529$ eV after the smallest. A further step $\tau=0.03\ \text{eV}^{-1}$ lowers the weight estimate by another 0.00015 eV for each of $D=2$, 3 and 4, so the fourth decimal of the estimates is not converged, while the differences between the bond dimensions stay the same.

A rigorous lower bound on the true ground-state energy comes from clusters of one spin and its four neighbours. The lowest energy of such a star occurs when the neighbours form total spin 2 and the whole star has spin $3/2$:

$$
E_\star=\frac J2\left[\frac{15}{4}-6-\frac34\right]=-\frac{3J}{2}.
$$

Stars centred on all sites count each bond twice, so the energy per site is at least $E_\star/2=-0.075$ eV. The estimates lie above this bound. That does not make them variational energies of the square lattice, because the environment of bond weights neglects loops.

To gauge the neglect, the $D=2$ tensors were placed on a periodic $4\times4$ lattice and contracted without approximation, each bond weight being shared equally between its two ends. The energy was $-0.0665$ eV per site, against $-0.0648$ eV from the weights alone. The difference of $-0.0017$ eV, 2.6 % of the estimate, contains the effect of loops together with that of the finite lattice, and also about $-0.0002$ eV that arises because the branch states are not quite orthonormal at this time step. The finite lattice accounts for a good part of it: on infinitely long cylinders of circumference 4 and 6 the same tensors give $-0.0662$ and $-0.0659$ eV per site, so the difference shrinks to $-0.0011$ eV on the wider one. The ground-state energy of the same $4\times4$ lattice, found by diagonalization, is $-0.0702$ eV per site. The contracted $D=2$ state lies 5 % above it, relative to its magnitude, as the variational principle allows. This remaining gap belongs to the $D=2$ state that simple update produced; the QR separation adds nothing to it, since in simple update it yields the same truncation as the direct route. The values of the main run appear in the numerical output.

## Numbers as computed

```
Tensor sizes for d = 2: D, full entries, reduced entries, leg k
  2  32  16  4
  3  162  36  6
  4  512  64  8
  6  2592  144  12
No saving case d = 5, D = 2: full 80, reduced 80
Torus state, reduced gate vs dense gate, rel. error: 5.6e-16
Environment cost, reduced / dense: 1.0000000000
Product metric: part of optimum outside span: 3.5e-15
  truncation error, metric absorbed: 0.4970
  truncation error, metric ignored:  0.5210
Correlated metric: best cost inside span 0.5075, a pair outside 0.0299
D = 6 nominal counts: direct 80621568, reduced 138240
D = 6 measured time ratio direct/reduced: 109
Example: J = 0.1 eV, tau = (1.0, 0.3, 0.1) 1/eV, 200 sweeps each
  D = 1: weight-environment energy -0.050000 eV per site
  D = 2: weight-environment energy -0.064840 eV per site
  D = 3: weight-environment energy -0.065001 eV per site
  D = 4: weight-environment energy -0.065087 eV per site
  D = 4 energy in hartree per site: -0.0023919
  D = 4 energy after each tau (eV per site): -0.063199, -0.064670, -0.065087
  Five-site star lower bound: -0.075000 eV per site
One gate at D = 4, tau = 1.0 1/eV:
  SVD matrix side: direct 128, reduced 16
  leading normalized singular values: 0.979615, 0.199152, 0.021631, 0.015026, 0.000490, 0.000100
  discarded weight: direct 2.584425e-07, reduced 2.584425e-07
  largest relative singular-value difference: 1.1e-15
4x4 torus, energies in eV per site:
  D = 2 tensors, exact contraction: -0.066530
  same tensors, weight environment: -0.064840
  difference (loops and finite size): -0.001690
  ground state by diagonalization:  -0.070178
```
